# The four-term distorted-wave form factor of a nanoparticle on a substrate

A fit of a grazing-incidence scattering pattern must settle which function multiplies the squared particle contrast: the squared modulus of the ordinary form factor, or that of a coherent sum containing the substrate reflections. The choice affects the fitted particle height, because the two functions have different minima and different intensities near the critical angle. The theorem below supplies the coherent sum and the conditions for using it.

## Setting and assumptions

Time dependence is \(e^{-i\omega t}\), and the scalar wave obeys

\[
\nabla^2\psi+k_0^2n^2(\mathbf r)\psi=0 .
\]

Vacuum fills \(z>0\), and a flat, homogeneous substrate of index \(n_s\) fills \(z<0\). A homogeneous particle of index \(n_p\) occupies a volume \(V\) standing on \(z=0\). For X-rays, \(n=1-\delta+i\beta\). The scalar equation then describes s polarization at small angles, with polarization changes neglected. For non-magnetic neutron scattering, \(n^2=1-4\pi\rho_b/k_0^2\), where \(\rho_b\) is the scattering length density.

Scattering is elastic, the particle is isolated and its contrast is weak. The detector is above the horizon. With incidence and exit angles \(\alpha_i,\alpha_f>0\) measured from the surface, define

\[
p_{i,f}=k_0\sin\alpha_{i,f},\qquad
\mathbf q_\parallel=\mathbf k_{f\parallel}-\mathbf k_{i\parallel}.
\]

The incident and exit wave vectors have vertical components \(-p_i\) and \(+p_f\). The ordinary form factor is

\[
F(\mathbf q_\parallel,q_z)=\int_V e^{-i\mathbf q\cdot\mathbf r}\,d^3r .
\]

**Theorem.** To first order in \(n_p^2-1\), with the substrate reflection kept in full, the scattered far field is \(f e^{ik_0R}/R\), where

\[
f=\frac{k_0^2(n_p^2-1)}{4\pi}F_{\rm DW},
\]

\[
\begin{aligned}
F_{\rm DW}={}&F(\mathbf q_\parallel,p_f+p_i)
+r_iF(\mathbf q_\parallel,p_f-p_i)\\
&+r_fF(\mathbf q_\parallel,p_i-p_f)
+r_ir_fF(\mathbf q_\parallel,-p_f-p_i).
\end{aligned}
\]

Here \(r_i\) and \(r_f\) are the Fresnel amplitudes of the bare substrate at \(p_i\) and \(p_f\).

## Lemma 1: the wave above the bare substrate

For vertical wave number \(p\), the wave above the surface has the vertical factor

\[
u_p(z)=e^{-ipz}+r e^{ipz},\qquad
r=\frac{p-p_s}{p+p_s},
\]

\[
p_s=\sqrt{p^2+k_0^2(n_s^2-1)},\qquad \operatorname{Im}p_s\ge0,
\]

with \(p_s\ge0\) if it is real.

*Proof.* The in-plane wave vector \(\boldsymbol\kappa\) is conserved, so \(p^2=k_0^2-\kappa^2\) and \(p_s^2=n_s^2k_0^2-\kappa^2\). Subtraction gives the stated \(p_s\). Below the surface the wave is \(te^{-ip_sz}\), which travels downward or decays. Continuity of the wave and of its derivative at \(z=0\) requires

\[
1+r=t,\qquad -ip(1-r)=-ip_st .
\]

Substituting the first into the second gives \(p-pr=p_s+p_sr\), hence \(r=(p-p_s)/(p+p_s)\). Also \(1+r=2p/(p+p_s)\). ∎

## Lemma 2: the far field of a point source

Let \(n_0(z)\) be the index without the particle, equal to 1 for \(z>0\) and to \(n_s\) for \(z<0\). Let \(G\) be the outgoing Green function of the bare substrate,

\[
[\nabla^2+k_0^2n_0^2(z)]G(\mathbf r,\mathbf r')=-\delta(\mathbf r-\mathbf r').
\]

For a source at \(z'>0\) and a distant detector in direction \(\mathbf k_f\),

\[
G\simeq\frac{e^{ik_0R}}{4\pi R}\chi_f(\mathbf r'),\qquad
\chi_f(\mathbf r')=e^{-i\mathbf k_{f\parallel}\cdot\mathbf r'_\parallel}
\left(e^{-ip_fz'}+r_fe^{ip_fz'}\right).
\]

*Proof.* Write

\[
G=\int\frac{d^2\kappa}{(2\pi)^2}
e^{i\boldsymbol\kappa\cdot(\mathbf r_\parallel-\mathbf r'_\parallel)}g(z,z').
\]

In vacuum, \(g''+p^2g=-\delta(z-z')\). Above the source \(g\) must be outgoing. Between surface and source it must be proportional to \(u_p\), which joins correctly to the substrate. A form continuous at \(z=z'\) is therefore

\[
g=C\,u_p(z')e^{ipz}\quad(z>z'),\qquad
g=C\,e^{ipz'}u_p(z)\quad(0<z<z').
\]

Integrating the equation across \(z'\) shows that \(g'\) jumps by \(-1\):

\[
Ce^{ipz'}[ip\,u_p(z')-u_p'(z')]=-1 .
\]

Since \(u_p'=-ipe^{-ipz'}+ipre^{ipz'}\), the bracket is \(2ipe^{-ipz'}\). Thus \(2ipC=-1\), or \(C=i/(2p)\), and above the source

\[
g=\frac{i}{2p}e^{ipz}\left(e^{-ipz'}+re^{ipz'}\right).
\]

At large \(R\), put \(\mathbf r=R(\mathbf n_\parallel,n_z)\). The rapidly varying phase is \(R(\boldsymbol\kappa\cdot\mathbf n_\parallel+pn_z)\). Because \(\partial p/\partial\boldsymbol\kappa=-\boldsymbol\kappa/p\), it is stationary when \(\mathbf n_\parallel=n_z\boldsymbol\kappa/p\), that is, at \(\boldsymbol\kappa=\mathbf k_{f\parallel}\) and \(p=p_f=k_0n_z\). Its value there is \(k_0R\).

The second derivatives of \(p\) are \(-\delta_{ab}/p-\kappa_a\kappa_b/p^3\). Their eigenvalues are \(-1/p\) across \(\boldsymbol\kappa\) and \(-k_0^2/p^3\) along it. Multiplication by \(n_z=p_f/k_0\) gives \(-1/k_0\) and \(-k_0/p_f^2\). A Gaussian integral with phase \(-Ras^2/2\) equals \(\sqrt{2\pi/(Ra)}\,e^{-i\pi/4}\), so the two together give

\[
\frac{2\pi p_f}{R}(-i).
\]

The full prefactor is

\[
\frac1{4\pi^2}\,\frac{i}{2p_f}\,\frac{2\pi p_f}{R}(-i)=\frac1{4\pi R}.
\]

The remaining factors, taken at the stationary point, form \(\chi_f\). ∎

The function \(\chi_f\) is the wave that would exist if a plane wave were sent in from the detector. It contains \(r_f\), not \(r_f^*\), also when the substrate absorbs, since no complex conjugation occurred in the proof. The asymptotic form needs a fixed positive exit angle and a distance large enough for \(r\) to vary little across the stationary region. This distance grows near the critical angle, where \(r\) varies rapidly.

The lemma was tested against numerical integration over \(\boldsymbol\kappa\) for \(n_s^2=0.6+0.1i\), \(k_0z'=2\) and an exit angle of 30°. The error relative to the integrated field was \(8.9\times10^{-3}\) at \(k_0R=1000\) and \(2.2\times10^{-3}\) at \(k_0R=4000\), the expected fall as \(1/R\).

## Proof of the theorem

Move the particle contribution to the right-hand side:

\[
[\nabla^2+k_0^2n_0^2(z)]\psi=-k_0^2(n_p^2-1)\psi\quad\text{inside }V,
\]

with zero on the right outside \(V\). The Green function gives the exact integral equation

\[
\psi(\mathbf r)=\psi_i(\mathbf r)+k_0^2(n_p^2-1)
\int_VG(\mathbf r,\mathbf r')\psi(\mathbf r')\,d^3r'.
\]

By Lemma 1,

\[
\psi_i=e^{i\mathbf k_{i\parallel}\cdot\mathbf r_\parallel}
\left(e^{-ip_iz}+r_ie^{ip_iz}\right).
\]

The integral already carries one factor of particle contrast. To first order, \(\psi\) inside it is therefore replaced by \(\psi_i\). Lemma 2 then gives the stated \(f\), with

\[
F_{\rm DW}=\int_V\chi_f\psi_i\,d^3r .
\]

The in-plane exponentials combine to \(e^{-i\mathbf q_\parallel\cdot\mathbf r_\parallel}\). The vertical brackets multiply to

\[
\begin{aligned}
&e^{-i(p_f+p_i)z}+r_ie^{-i(p_f-p_i)z}\\
&\quad+r_fe^{-i(p_i-p_f)z}+r_ir_fe^{-i(-p_f-p_i)z}.
\end{aligned}
\]

Each exponential has the form \(e^{-iq_zz}\), so integration over \(V\) gives the four form factors. ∎

## Remark 1: identification of the paths

At the particle, the arriving wave has vertical component \(-p_i\) if it comes directly and \(+p_i\) if it was reflected first. The leaving wave has \(+p_f\) if it goes directly to the detector and \(-p_f\) if it must still be reflected. The transfer \(q_z\) is leaving minus arriving component.

| Path | \(q_z\) | Factor |
|---|---:|---:|
| scattering alone | \(p_f+p_i\) | \(1\) |
| reflection, scattering | \(p_f-p_i\) | \(r_i\) |
| scattering, reflection | \(-p_f+p_i\) | \(r_f\) |
| reflection, scattering, reflection | \(-p_f-p_i\) | \(r_ir_f\) |

All four paths end in the same detector direction, so their amplitudes are added before squaring. The particle scatters once in each; repeated scattering by the particle is of higher order in \(n_p^2-1\).

If the substrate is layered below \(z=0\), the wave above it still has the form \(u_p\). Both lemmas then hold with \(r\) replaced by the reflection amplitude of the stack.

## Remark 2: limits

**No reflection.** For \(r_i=r_f=0\), the direct Born term remains.

**Large exit angle.** For a lossless substrate with \(n_s<1\), set \(p_c=k_0\sqrt{1-n_s^2}\). When \(p_f\gg p_c\), \(p_s\simeq p_f-p_c^2/(2p_f)\), so \(r_f\simeq p_c^2/(4p_f^2)\). The last two terms fade, but the term with \(r_i\) remains if incidence is near the critical angle.

**Low particle.** Let \(pH\ll1\) for both beams, with \(H\) the particle height. To first order in \(z\), each vertical bracket is \((1+r)-ipz(1-r)\). Lemma 1 gives \(p(1-r)=p_s(1+r)\), so the bracket equals \((1+r)(1-ip_sz)\). If also \(|p_s|H\ll1\) for both beams, it is nearly \(1+r\), and

\[
F_{\rm DW}\simeq F(\mathbf q_\parallel,0)(1+r_i)(1+r_f).
\]

For the lossless substrate with \(p_f<p_c\), \(p_s\) is imaginary and \(|p_f+p_s|^2=p_c^2\). Hence \(|1+r_f|^2=4p_f^2/p_c^2\), which rises to 4 at the critical angle. Above it, \(|1+r_f|^2=4/(1+p_s/p_f)^2\) falls, because \(p_s/p_f=\sqrt{1-p_c^2/p_f^2}\) rises. This is the Yoneda maximum.

**Finite height.** For the lossless substrate below the critical angle, write \(r_f=e^{-2i\varphi}\) with \(\cos\varphi=p_f/p_c\). Then

\[
e^{-ip_fz}+r_fe^{ip_fz}=2e^{-i\varphi}\cos(p_fz-\varphi).
\]

At height \(z>0\) this is largest when \(\varphi=p_fz\), so \(p_f=p_c\cos(p_fz)<p_c\). A particle of finite height can therefore have its maximum clearly below the critical angle. The shift does not keep growing with height: for the cylinder of the worked example the maximum lies at 0.153° for a height of 12 nm, but at 0.178° for 16 nm. The cause is the phase of the incident wave, which changes along the particle. If that phase were constant and only the modulus varied, the maximum for 16 nm would lie at 0.110°.

**Grazing exit.** As \(p_f\to0\), \(1+r_f=2p_f/(p_f+p_s)\to0\). The reciprocal wave vanishes throughout a particle of fixed height, and so does \(F_{\rm DW}\).

## Corollary: upright cylinder

For radius \(R_p\) and height \(H\), the angular integral gives \(2\pi J_0(q_\parallel s)\) at radius \(s\). Using \(\int_0^{R_p}sJ_0(q_\parallel s)\,ds=R_pJ_1(q_\parallel R_p)/q_\parallel\) and

\[
\int_0^He^{-iq_zz}dz=\frac{1-e^{-iq_zH}}{iq_z}
=e^{-iq_zH/2}\,\frac{2\sin(q_zH/2)}{q_z},
\]

one obtains

\[
F=2\pi R_p^2\frac{J_1(q_\parallel R_p)}{q_\parallel R_p}\,
H\frac{\sin(q_zH/2)}{q_zH/2}\,e^{-iq_zH/2}.
\]

The phase belongs to a particle whose base, not centre, is at \(z=0\). It must be kept, because it differs between the four terms.

## Worked example

Take a gold-like cylinder with \(R_p=4\) nm and \(H=8\) nm on a silicon-like substrate at 10 keV. The rough optical constants are \(\delta_p=3\times10^{-5}\), \(\beta_p=2\times10^{-6}\), \(\delta_s=5\times10^{-6}\) and \(\beta_s=7\times10^{-8}\). Incidence is held at 0.20° and the detector azimuth at 0.30°. The critical angle is 0.181°.

At critical exit, \(p_i=0.1769\) and \(p_f=0.1603\ \mathrm{nm^{-1}}\). The phase of the direct term is \(-(0.1769+0.1603)\times4=-1.349\) rad, or −77.3°. In the order of the theorem, the terms divided by \(V\) are

\[
\begin{aligned}
&0.138-0.611i,\qquad 0.350+0.012i,\\
&0.712-0.170i,\qquad 0.088+0.196i .
\end{aligned}
\]

Their sum is \(1.288-0.574i\), with squared modulus 1.99. The direct term alone gives 0.392, and adding the four intensities without interference gives 1.10. Reflection thus raises the intensity about fivefold over Born, and interference supplies much of the rise. With \(V=402\ \mathrm{nm^3}\), the prefactor times \(V\) has modulus 4.94 nm, so the differential cross section is \(4.94^2\times1.99\simeq49\ \mathrm{nm^2/sr}\).

The Born amplitude vanishes when \((p_f+p_i)H=2\pi\), here at 0.688°. The fourth term vanishes too, since its \(q_z\) differs only in sign. The middle terms have moduli \(0.2006V\) and \(0.0089V\) and a phase difference of 198.9°. Therefore

\[
\frac{|F_{\rm DW}|^2}{V^2}
=0.2006^2+0.0089^2+2(0.2006)(0.0089)\cos198.9^\circ
\simeq0.037 .
\]

Reflection before scattering fills the minimum. At 0.90° the Born and four-term values are 0.0230 and 0.0250, a difference of about 9% relative to Born. This closeness is an accident of phase. Here \((p_f+p_i)H/2=3.892\) and \((p_f-p_i)H/2=2.476\), so the second term has \(0.405\times0.249/0.175\simeq0.58\) times the modulus of the direct term. It is about 101° out of phase with the direct term, so their interference is negative and offsets most of the intensity it adds.

The maximum over exit angle lies at 0.178° for a cylinder 0.1 nm high and at 0.156° for the 8 nm cylinder. The finite-height condition can be checked at mid-height: \(\cos\varphi\simeq0.156/0.181\) gives \(\varphi\simeq0.53\) rad, while \(p_fH/2\simeq0.55\) rad. At critical exit the low-particle formula overestimates the intensity of the 8 nm cylinder by a factor of 2.5.

## Remark 3: where first order fails

The whole off-specular amplitude was tested on a grating of ridges 8 nm wide and high, with period 40 nm, on the same substrate. For such a grating, diffraction order \(m\) has amplitude \(ik_0^2(n_p^2-1)s_m/(2p_m)\) times the four-term sum of height integrals, where \(s_m\) is the Fourier coefficient of the ridge profile and \(p_m\) replaces \(p_f\). With the contrast \(n_p^2-1\) reduced to \(10^{-3}\) and \(5\times10^{-4}\) of its gold-like value, the largest errors over four orders, relative to a coupled-wave solution, were 0.43% and 0.22%. Halving the contrast halves the error, as expected of a first-order formula. For the order leaving below the critical angle, using \(r_f^*\) gave a relative error of 1.14.

At full gold-like contrast the largest error was 224%. The main cause is the length of the ridges, not their density: at a period of 280 nm, with 3% of the surface covered, the largest error in the same directions is still about 200%. The ridges run within 0.34° of the beam, so a straight ray can stay inside one for about 1.4 µm and gather a phase of about 2 rad. Turning the 280 nm grating to 1.1° from the beam shortens the path to 0.4 µm and lowers the error in the first three orders from 157–175% to 31–38%. At 3.4° it is still 24–35%, so path length does not account for all of it. The figure therefore does not apply to a compact particle. For one particle, the phase accumulated along a diameter is \(k_0\delta_p2R_p=0.012\) rad, which suggests corrections of order 1% of the direct amplitude scale. Near a deep minimum the relative correction can be larger.

For real gold particles on silicon, the isolation and equal-height assumptions matter most among the effects sized here. At 200 particles per \(\mathrm{\mu m^2}\), about 1% coverage, replacing the neighbours by their mean layer raises the incident-wave intensity at the particle top by 12% of its bare-substrate value. The top lies near a minimum of the incident standing wave; at the base the rise is only 1.4%. With both waves taken in the mean layer and the particle contrast measured against it, the scattered intensity changes by about −15% at an exit angle of 0.05°, +9% at critical exit and −7% at 0.90°. A Gaussian height spread of 10% raises the four-term value at the Born zero from 0.037 to 0.047, whereas the Born value rises from zero to 0.007. Substrate roughness of 0.3 nm, included as damping of the reflection amplitudes, changes the intensity by less than 0.4% for exit angles from 0.03° to 1.5°. At the Born zero the change is only 0.05%, because the damping of \(r_i\) (−0.5%) and that of \(r_f\) (+0.5%) nearly cancel. The polarization loss is about \(3\times10^{-5}\). Facets, surface oxide and beam divergence are not included. The numerical output gives the remaining exit angles.

For these parameters, the 9% agreement of the Born form factor at 0.90° cannot be relied on at other exit angles, because \(|r_i|\simeq0.40\) whatever the exit angle. The four-term sum is needed, and the particles must be sparse enough for the bare-substrate waves to remain a good starting point.

## Numbers as computed

```
photon energy 10.0 keV, k0 = 50.6773 1/nm
substrate delta 5.0e-06, beta 7.0e-08
particle delta 3.0e-05, beta 2.0e-06
radius 4.0 nm, height 8.0 nm
volume V = 402.12 nm^3
incidence 0.20 deg, azimuth 0.30 deg
critical angle 0.1812 deg, p_i = 0.1769 1/nm
r_i: modulus 0.4049, phase -1.89 deg
critical exit: exit 0.1812 deg, q_par 0.2653 1/nm
 r_f: modulus 0.8466, phase -9.63 deg
 direct/V: modulus 0.6261, phase -77.27 deg
 reflect-scatter/V: modulus 0.3503, phase 1.92 deg
 scatter-reflect/V: modulus 0.7323, phase -13.45 deg
 both/V: modulus 0.2146, phase 65.74 deg
 |sum|^2/V^2 1.98905, sum of squares 1.09701
Born zero: exit 0.6880 deg, q_par 0.2654 1/nm
 r_f: modulus 0.0180, phase -0.83 deg
 direct/V: modulus below 1e-10
 reflect-scatter/V: modulus 0.2006, phase -100.81 deg
 scatter-reflect/V: modulus 0.0089, phase 98.09 deg
 both/V: modulus below 1e-10
 |sum|^2/V^2 0.03693, sum of squares 0.04031
exit deg | Born |F|^2/V^2 | DWBA |F|^2/V^2 | dsigma/dOmega nm^2/sr
 0.1000 | 0.50698 | 1.90941 | 4.663e+01
 0.1812 | 0.39200 | 1.98905 | 4.858e+01
 0.4000 | 0.12057 | 0.23485 | 5.735e+00
 0.6880 | 0.00000 | 0.03693 | 9.020e-01
 0.9000 | 0.02299 | 0.02499 | 6.103e-01
peak exit angle, height 0.1 nm: 0.1780 deg
peak exit angle, height 8 nm: 0.1560 deg
low-particle formula / full intensity, critical exit: 2.517
Neglected effects:
 phase across particle 0.0122 rad
 amplitude loss across particle 8.11e-04
 200 particles/um^2: coverage 1.01 %
 mean layer: intensity at particle top +12.25 %
 roughness 0.3 nm, critical exit: intensity -0.12 %
 roughness 0.3 nm, Born zero: intensity +0.05 %
 polarization loss sin^2(azimuth) 2.74e-05
 10 % height spread at Born zero, mean |F|^2/V^2:
  Born 0.00680, DWBA 0.04672
 first-order error, gold-like ridges at 20 % coverage: 224 %
Tests (relative errors):
 point source at k0 R = 1000, 4000: 8.94e-03, 2.21e-03
 weak ridges, contrast 1e-3, 5e-4 of full: 4.34e-03, 2.17e-03
 same with conjugated r_f: 1.14
 volume quadrature 6.5e-16, low particle 4.5e-04
```
